# Thermally Averaged Phonon Emission in a One-Dimensional Subband: A Root-Variable Rule

## The physical situation

An electron in a narrow semiconductor wire can emit an optical phonon when its kinetic energy exceeds the phonon energy. Just above that threshold the final electron is almost at rest along the wire, where the one-dimensional density of states diverges. The emission rate therefore diverges too, as the inverse square root of the excess energy. Its thermal average is finite, but a sum over a uniform energy grid approaches it slowly. The remedy is to sample the square root of the excess energy instead.

The model has one parabolic subband, a dispersionless phonon of energy $\hbar\omega$ and a deformation field $D$ independent of wavevector. Electrons follow a Maxwell–Boltzmann distribution at the lattice temperature $T$, and final states are taken as empty. $E$ is the kinetic energy above the subband edge, $m$ the mass along the wire, $\rho$ the mass density, and

$$a=\frac{\hbar\omega}{kT},\qquad N=\frac{1}{e^{a}-1}.$$

## Rate from one state

For a crystal of volume $V=SL$, with $L$ the wire length, the squared emission matrix element is

$$|M|^2=\frac{\hbar D^2(N+1)}{2\rho\omega V}\,|F(\mathbf q_t)|^2,\qquad F(\mathbf q_t)=\int|\psi|^2e^{-i\mathbf q_t\cdot\mathbf r}\,d^2r ,$$

where $\psi$ is the transverse envelope. Wavevector conservation along the wire fixes $q_z$ once the final state is chosen. The transverse phonon wavevector remains free, and Parseval's theorem gives

$$\frac1S\sum_{\mathbf q_t}|F|^2=\int\frac{d^2q_t}{(2\pi)^2}|F|^2=\int|\psi|^4d^2r\equiv\frac1A .$$

An intervalley phonon shifts the argument of $F$ by a constant vector. The sum is unchanged, because in this model neither $\omega$ nor $D$ depends on wavevector. In a real crystal the spread of $\mathbf q_t$, about $1.2$ nm⁻¹ per axis for a 3 nm wire, samples the phonon dispersion. For the silicon optical mode used below, a rough quadratic dispersion smears the threshold by about 1 meV. This rounds off the divergence but shifts the average rate by only about 2%.

For hard walls and a square of side $w$, each direction contributes $(4/w^2)\int_0^w\sin^4(\pi x/w)\,dx=(4/w^2)(3w/8)=3/(2w)$, so $1/A=9/(4w^2)$.

The final-state sum, for one valley and conserved spin, is $L^{-1}\sum_{k'}\to\int dk'/2\pi$. Both signs of $k'$ contribute. With $k'=\sqrt{2mE'}/\hbar$,

$$g(E')=\frac{2}{2\pi}\frac{dk'}{dE'}=\frac{\sqrt{2m}}{2\pi\hbar\sqrt{E'}},\qquad E'=E-\hbar\omega .$$

The golden-rule factor $2\pi/\hbar$ times $\hbar/2$ leaves $\pi$, hence

$$W(E)=C\,g(E-\hbar\omega),\qquad C=\frac{\pi D^2(N+1)}{\rho\omega A},\qquad E>\hbar\omega .$$

## Thermal average

The initial density of states supplies the weight $E^{-1/2}e^{-E/kT}$. With $E=kTv^2$ its norm is $2\sqrt{kT}\int_0^\infty e^{-v^2}dv=\sqrt{\pi kT}$. In the numerator put $x=E/kT$. The two square roots supply a factor $1/kT$, which cancels the one from $dE$:

$$\langle W\rangle=C\,\frac{\sqrt{2m}}{2\pi\hbar}\,\frac{J(a)}{\sqrt{\pi kT}},\qquad J(a)=\int_a^\infty\frac{e^{-x}}{\sqrt{x(x-a)}}\,dx .$$

This is an average over all electrons, including those below threshold, which contribute zero.

A closed form provides a reference. Let $x=\tfrac a2(1+\cosh t)$. Then $x(x-a)=\tfrac{a^2}{4}\sinh^2t$ and $dx=\tfrac a2\sinh t\,dt$, so

$$J=e^{-a/2}\int_0^\infty e^{-(a/2)\cosh t}dt=e^{-a/2}K_0(a/2).$$

The closed form holds for this distribution and these bands. A quadrature rule is still needed when Fermi statistics, blocking or nonparabolicity enter.

**Equilibrium check.** Averaged absorption contains $N\int_0^\infty e^{-x}/\sqrt{x(x+a)}\,dx$. Replacing $x$ by $x-a$ turns this into $Ne^aJ$. Since $Ne^a=N+1$, absorption and emission balance.

## The root variable

Set $x=a+u^2$. Then $dx=2u\,du$ and $\sqrt{x(x-a)}=u\sqrt{u^2+a}$. The factor $u$ cancels:

$$J=2e^{-a}\int_0^\infty\frac{e^{-u^2}}{\sqrt{u^2+a}}\,du .$$

The integrand is smooth, even in $u$ and rapidly decaying. With cut-off $U$, $n$ nodes and $h=U/n$, the midpoint rule is

$$J_n=2e^{-a}h\sum_{j=0}^{n-1}\frac{e^{-u_j^2}}{\sqrt{u_j^2+a}},\qquad u_j=(j+\tfrac12)h .$$

**Two limits.** For $a\gg1$ the Gaussian confines $u$ to values well below $\sqrt a$. Replacing the root by $\sqrt a$ gives $J\approx\sqrt{\pi/a}\,e^{-a}$ and $\langle W\rangle\approx C\sqrt{2m}\,e^{-a}/(2\pi\hbar\sqrt{\hbar\omega})$, which is thermally activated. For $a\ll1$ the small-argument form of $K_0$ gives $J\approx\ln(4/a)-\gamma$, with $\gamma$ Euler's constant. The logarithm appears because the initial and final singularities merge.

## Pseudocode

```
function J_root(a, tol):
    U = 6;  n = 4;  old = none
    repeat while n <= n_max:
        h = U/n;  s = 0
        for j = 0 .. n-1:
            u = (j + 0.5)*h
            s = s + exp(-u*u)/sqrt(u*u + a)
        new = 2*exp(-a)*h*s
        if old exists and |new-old| < tol*|new|:
            return new
        old = new;  n = 2*n
    report failure

mean_rate = C*sqrt(2*m)/(2*pi*hbar)
            * J_root(a, tol)/sqrt(pi*k*T)
```

Each node costs one exponential and one square root, and storage is constant. The stopping test measures mainly the error of the previous, coarser rule. It is therefore conservative once convergence is exponential.

## Error of the root rule

**Truncation.** For $u>U$ one has $e^{-u^2}\le(u/U)e^{-u^2}$, so the omitted part of $J$ is at most $e^{-a-U^2}/(U\sqrt{U^2+a})$. With $U=6$ this is below double-precision roundoff relative to $J$ for the example below.

**Discretization.** Let $G(u)=e^{-u^2}/\sqrt{u^2+a}$ and $\hat G(\xi)=\int_{-\infty}^{\infty}G\,e^{i\xi u}du$. Since $G$ is even, the half-line sum is half the full-line sum. Poisson summation then gives, apart from truncation,

$$J_n-J=2e^{-a}\sum_{p\ge1}(-1)^p\,\hat G(2\pi p/h).$$

The leading term has $p=1$ and $\xi=2\pi/h$. To evaluate it, raise the contour to $\mathrm{Im}\,u=\xi/2$, where the exponent $-u^2+i\xi u=-(u-i\xi/2)^2-\xi^2/4$ has its saddle. If $\xi>2\sqrt a$, the contour catches the branch cut that starts at $u=i\sqrt a$. On the right and left sides of the cut, with $u=is$, the root equals $\pm i\sqrt{s^2-a}$. The contour runs down the left side and up the right, so the two contributions add:

$$\hat G(\xi)\approx2\int_{\sqrt a}^{\xi/2}\frac{e^{s^2-\xi s}}{\sqrt{s^2-a}}\,ds ,$$

with a remainder of order $e^{-\xi^2/4}$ from the horizontal parts. Put $s=\sqrt a+t$. The exponent becomes $a-\xi\sqrt a-(\xi-2\sqrt a)t+t^2$, and $s^2-a=2\sqrt a\,t+t^2$. Dropping $t^2$ in both places and using $\int_0^\infty t^{-1/2}e^{-bt}dt=\sqrt{\pi/b}$ gives

$$J_n-J\approx-4e^{-\xi\sqrt a}\sqrt{\frac{\pi}{2\sqrt a\,(\xi-2\sqrt a)}} .$$

This leading form needs both $\xi-2\sqrt a$ and $\sqrt a(\xi-2\sqrt a)$ to be large. Apart from the prefactor, the error is $e^{-2\pi n\sqrt a/U}$, so doubling $n$ roughly squares the exponential factor. If $\xi<2\sqrt a$, the saddle is reached before the branch point, and $J_n-J$ is of order $e^{-a}e^{-\pi^2/h^2}$ instead, a relative error of order $e^{-\pi^2/h^2}$.

## Error of uniform energy sampling

Write $y=x-a$ and $\varphi(y)=e^{-a-y}/\sqrt{a+y}$, so that $J=\int_0^\infty y^{-1/2}\varphi(y)\,dy$. Sample at $y_j=(j+\theta)h$, where $h$ is now the energy step in units of $kT$ and $0<\theta\le1$ is the offset of the first node from threshold. For the singular power alone, over $M$ cells,

$$h\sum_{j=0}^{M-1}y_j^{-1/2}-\int_0^{Mh}y^{-1/2}dy=\sqrt h\left[\sum_{j=0}^{M-1}(j+\theta)^{-1/2}-2\sqrt M\right].$$

As $M\to\infty$ the bracket tends to the Hurwitz zeta value $\zeta(\tfrac12,\theta)$. The next Taylor term of $\varphi$ multiplies $y^{1/2}$, and the same scaling gives it an error proportional to $h^{3/2}$. The far end contributes negligibly because the integrand has decayed. Hence

$$J_h-J=\zeta(\tfrac12,\theta)\,\sqrt h\,\frac{e^{-a}}{\sqrt a}+O(h^{3/2}).$$

For midpoints, $\zeta(\tfrac12,\tfrac12)=-0.605$. Most of this comes from the first cell: its true integral of $y^{-1/2}$ is $2\sqrt h$, whereas the midpoint value is $\sqrt{2h}$, a deficit of $0.586\sqrt h$.

If a uniform grid is imposed by other parts of a code, subtracting the leading term raises the order of $J_h$ to $3/2$. This requires the offset $\theta$ to be known. If the norm $\int_0^\infty x^{-1/2}e^{-x}dx$ is summed on the same grid, it has its own relative error $\zeta(\tfrac12,\theta_0)\sqrt{h/\pi}$, with $\theta_0$ the offset from the band edge. Both terms must then be subtracted. Correcting the numerator alone leaves the rate at order $1/2$ and can make it worse.

## Worked example: a silicon nanowire

Take a [100] silicon wire of side 3.0 nm at 300 K. Its lowest subband belongs to the four valleys whose heavy axis lies across the wire. The transport mass is $0.19\,m_0$ and the confinement masses are $0.19$ and $0.92\,m_0$. The process transfers an electron to the single opposite valley with emission of a 62 meV phonon. The parameters, with $D$ taken from one fitted set, are $D=11\times10^8$ eV/cm and $\rho=2.33$ g/cm³.

With $kT=25.852$ meV,

$$a=\frac{62.0}{25.852}=2.398,\quad N=0.100,\quad \frac1A=\frac{9}{4(3.0\ \mathrm{nm})^2}=0.25\ \mathrm{nm^{-2}},\quad J=0.09613 .$$

At one $kT$ above threshold the state rate is $W=Cg(kT)=1.687\times10^{13}$ s⁻¹. Since $g(kT)$ already contains $1/\sqrt{kT}$,

$$\langle W\rangle=W\frac{J}{\sqrt\pi}=1.687\times10^{13}\times\frac{0.09613}{1.7725}=9.15\times10^{11}\ \mathrm{s^{-1}} .$$

The inverse is 1.09 ps per emission, averaged over the population. It is not the lifetime of an electron above threshold, which is much shorter at the energy just quoted.

An independent sum over initial and final wavevectors, with the energy delta function replaced by a Gaussian of standard deviation $0.03\,kT$, gave $9.155\times10^{11}$ s⁻¹ for emission and $9.149\times10^{11}$ s⁻¹ for absorption. Both agree with the formula to within 0.1%.

Both quadrature rules were given the same window, $36\,kT$ above threshold. Errors are relative to the closed form of $J$, and the uniform rule uses midpoints.

| Nodes | Root rule | Uniform energy |
|---|---|---|
| 4 | −5.4×10⁻² | −0.98 |
| 8 | −4.3×10⁻⁵ | −0.86 |
| 16 | −6.1×10⁻¹¹ | −0.64 |

At 12 nodes the measured root-rule error is $-4.815\times10^{-8}$, against $-4.813\times10^{-8}$ from the branch-point formula. So close a match is partly accidental, because the correction to the leading form changes sign near this $n$: the formula is 1.7% too small in magnitude at 8 nodes and 0.2% too large at 16. For the uniform rule, $h=36/n$ makes the leading relative error $-2.2155/\sqrt n$. At $n=10^4$ this is $-2.2155\%$, and the measured value is $-2.2165\%$. An error of $10^{-3}$ in $J$ thus needs $(2.2155/10^{-3})^2\approx4.9$ million nodes, whereas the root rule needs 7. This count applies to the rate only if the norm is exact. If the norm is summed on the same midpoint grid, and both the band edge and the threshold fall on cell edges, the two leading errors nearly cancel. The relative error of $\langle W\rangle$ becomes $\zeta(\tfrac12,\tfrac12)\sqrt h\,[e^{-a}/(\sqrt a\,J)-1/\sqrt\pi]\approx-0.168/\sqrt n$, and about 29,000 nodes suffice. The cancellation is sensitive to the offsets: at 29,000 nodes, with the band-edge offset at 0.5, the error is $+4.8\times10^{-3}$, $+6\times10^{-5}$, $-1.0\times10^{-3}$ and $-5.8\times10^{-3}$ for threshold offsets of 0.4, 0.48, 0.5 and 0.6.

The fixed window penalizes uniform sampling somewhat. Cutting it to $10\,kT$ would reduce the uniform count by a factor 3.6 at the same step, leaving more than a million nodes. At the small node counts of the table the penalty is larger: with 16 nodes a window of $4\,kT$ gives $-0.19$ instead of $-0.64$. With the leading term subtracted, 1000 uniform nodes on the original window give an error of $-3.05\times10^{-4}$.

## Stability and failure modes

**Grid offset.** With 4000 uniform nodes, the relative error is $+17\%$ at $\theta=0.05$, $-3.5\%$ at $\theta=0.5$ and $-8.4\%$ at $\theta=1$. These are not bounds: as $\theta\to0$ the first node contributes a term proportional to $\sqrt{h/\theta}$. The leading term changes sign at $\theta=0.30272$, where $\zeta(\tfrac12,\theta)=0$; a grid placed at that offset gives $-4.7\times10^{-4}$ with 1000 nodes and no correction. The error is steep in $\theta$: it is $-6.0\times10^{-4}$ at 0.303 and $+8.2\times10^{-4}$ at 0.300. When a subband edge or phonon energy moves relative to a fixed grid, the computed rate therefore fluctuates without physical cause. The errors above are those of $J$, and of the rate only if the norm is exact. If the norm is summed on the same grid and $\hbar\omega$ is a whole number of steps, a moving subband edge shifts both offsets together, and at this step the rate error is only $+1.1\%$, $-0.3\%$ and $-0.7\%$ for the same three offsets. If $\hbar\omega$ is half a step away from a whole number, band-edge offsets of 0.05, 0.5 and 1 give $-17\%$, $-5.4\%$ and $+4.7\%$.

**Cancellation.** Forming $x=a+u^2$ and then subtracting $a$ loses digits near threshold. The effect on $J$ is small in double precision, of order $10^{-14}$ to $10^{-13}$ relative and of either sign near 1000 nodes, but it grows as the grid is refined. Code the final kinetic energy directly as $u^2$.

**Soft phonons.** The branch points approach the real axis as $a\to0$, and the node count at fixed accuracy grows roughly as $1/\sqrt a$ once $a$ is small, and more slowly at moderate $a$. For a relative error of $10^{-6}$ the 62 meV phonon needs 11 nodes and a 12 meV phonon needs 20. For still smaller $a$, put $u=\sqrt a\sinh\tau$. Since $du/\sqrt{u^2+a}=d\tau$,

$$J=2e^{-a}\int_0^\infty e^{-a\sinh^2\tau}d\tau ,$$

and the branch points are gone. Midpoints on $0\le\tau\le\operatorname{arsinh}(6/\sqrt a)$ reach $10^{-6}$ with 7, 9 and 10 nodes for phonons of 62, 12 and 1 meV.

**Several subbands.** Each final subband has its own threshold. Split the rate into one term per pair of initial and final subbands, and start each root variable at the higher of the initial subband edge and the emission threshold. One variable centred on the first threshold leaves the later singularities in place. In each pair term the distance between the initial subband edge and the threshold takes the role of $\hbar\omega$ under the root. As a subband gap approaches the phonon energy the term diverges logarithmically, and the root rule needs 22, 62 and 190 nodes for $10^{-6}$ at distances of 10, 1 and 0.1 meV.

**Degenerate electrons.** With reduced Fermi level $\eta$, replace $e^{-x}$ by $f(x)[1-f(x-a)]$ and normalize with $f$. The blocking factor has poles at $u^2=\eta\pm i\pi$. For large positive $\eta$ their distance from the real axis is about $\pi/(2\sqrt\eta)$, so more nodes are needed: 14 at $\eta=1.47$ and 29 at $\eta=10$ for an error of $10^{-6}$, against 11 without degeneracy. The cut-off must also grow, with $U^2$ well above $\eta-a$; $U=6$ still gives $10^{-6}$ at $\eta=22$ but no longer at $\eta=24$.

## What the number means for a real wire

The material constants are rough. Since $\langle W\rangle\propto D^2$, a 10% increase in $D$ alone raises the rate by 21%, and the actual uncertainty is larger. Smaller values, from about 3 to $6\times10^8$ eV/cm, are also in use for this phonon and would give $7\times10^{10}$ to $3\times10^{11}$ s⁻¹. The following estimates each change one assumption and should not be multiplied into a corrected rate. Fermi statistics with blocking multiply the rate by 0.99 at $10^6$ electrons/cm and by 0.78 at $10^7$/cm. The latter density, spread over the 12 nm perimeter, corresponds to about $8\times10^{12}$ cm⁻², a strongly inverted channel. These factors keep the empty-wire envelope. At $10^7$/cm the Hartree potential of the electrons themselves is 0.2 to 0.3 eV high across the wire; for hard walls and parabolic bands it lowers $1/A$ by a further 14% and the gap to the first excited subband from 136 to 104 meV. At $10^6$/cm it lowers $1/A$ by 2%. Nonparabolicity of 0.5/eV gives a factor 1.16. Under drain bias the assumption of equilibrium electrons fails: a Maxwell–Boltzmann distribution at 600 K, with the lattice still at 300 K, raises the single-subband rate by a factor 3.1. At that electron temperature higher subbands are populated, and including them makes the factor 3.5 to 3.8 for parabolic bands, depending on whether the two remaining valleys are counted and whether the 300 K reference includes the higher subbands, and about 3.9 for nonparabolic bands.

Emission by electrons falling from the first excited subband adds 3.5% for the parabolic gap of 136 meV, but 14% for the nonparabolic gap of 106 meV. The single-subband approximation is thus less secure than the parabolic spacing suggests. At 300 K the two remaining valleys hold about 0.6% of the lowest subband's population for the nonparabolic gap of 134 meV, and 0.13% for the parabolic gap of 174 meV. All these gaps are hard-wall values. With the finite oxide barrier described below, the gap to the two remaining valleys falls to 79 and 96 meV and their population rises to about 5% and 2.7%. The excited-subband share becomes 19% for nonparabolic and 6.7% for parabolic bands.

The golden rule itself is strained near threshold. At one $kT$ above it, $\hbar W=11$ meV, or 43% of $kT$. Spreading the energy balance by a Gaussian with this standard deviation raises the average by 15%. The result depends strongly on the line shape: a Lorentzian of full width $\hbar W$ raises it by 68%, because its tail reaches the slow electrons that make up most of the population. Both are crude estimates with a fixed width, and both overstate the effect of this phonon. It broadens slow electrons only through absorption, by about 0.7 meV at $0.2\,kT$ above the band edge rather than 11 meV. A self-consistent Born solution with this phonon alone raises the average by 7% at the chosen $D$ and by 1 to 3% for the smaller values. Other scattering, not included there, would broaden the slow states further.

With the fitted set that contains $D=11\times10^8$ eV/cm, other intervalley phonons nearly double the total event count. The estimate uses opposite-valley modes at 12 and 19 meV with fields of 0.5 and 0.8, and modes at 19, 47 and 59 meV with fields of 0.3, 2.0 and 2.0 leading to two perpendicular valleys, all fields in $10^8$ eV/cm. Together they add 95% as many emission events as the 62 meV phonon, but 39% as much energy loss. Their fields are weaker, but each rate scales as $D^2(N+1)J(a)/\omega$, and $N+1$, $J$ and $1/\omega$ all increase as the phonon energy falls. About 70% of the added events come from the 12 and 19 meV modes, for which a dispersionless phonon is a poor model. With linear dispersion the energies of the two opposite-valley modes spread by about 4 and 6 meV over the transverse wavevectors. Their rates hardly change for $D\propto q$. At constant $D$ the transverse sum has no limit, because $(N+1)J/\omega$ grows as $q^{-2}\ln(1/q)$ at small phonon wavevector, where $|F|^2$ does not vanish. Neglecting the phonon wavevector along the wire, the rates rise by a factor of about 1.5 if wavevectors below 1 nm⁻¹ are excluded and by 2.1 to 2.3 if the cut-off is 0.1 nm⁻¹. These values take the intervalley wavevector as 3.47 nm⁻¹. It lies near a zero of $F$, and 3.93 nm⁻¹ reduces the second factor to 1.6 to 1.7. Both ratios also scale as the inverse square of the 62 meV field. With the other fields held fixed, the other phonons dominate the event count when this field is below 10.7 and the energy loss when it is below 6.9.

The quadrature can therefore deliver ten digits of $J$, while the physical rate in this model is best read as roughly $10^{12}$ s⁻¹ for the 62 meV process near equilibrium at the chosen $D$, and nearer $10^{11}$ s⁻¹ for the smaller values in use. Hard walls overstate the confinement: a 3.1 eV oxide barrier with barrier mass $0.5\,m_0$, treated separably in the two directions, lowers $1/A$ and hence the rate by about 25%. Bulk phonons, bulk masses and bulk coupling constants remain unexamined assumptions. Further values are in the numerical output.

## Computed values

```
temperature: 300 K; kT: 25.852 meV
wire side: 3.0 nm; transport mass: 0.19 m0
phonon energy: 62.0 meV; a = 2.3983
deformation field: 1.10e+09 eV/cm; density: 2.33 g/cm3
phonon occupation N: 0.1000
1/A: 0.2500 nm^-2; phonon sum: 0.2500 nm^-2
J(a): 0.09612958
state rate at kT above threshold: 1.6868e+13 1/s
mean emission rate: 9.1485e+11 1/s
mean time per emission: 1.0931 ps
emission from wavevector sums: 9.1546e+11 1/s
absorption from wavevector sums: 9.1489e+11 1/s
energy window: 36 kT; cut-off U: 6
relative errors of J at equal node number (root rule, uniform rule):
  n=4: -5.432e-02, -9.830e-01
  n=6: -1.503e-03, -9.298e-01
  n=8: -4.302e-05, -8.607e-01
  n=12: -4.815e-08, -7.325e-01
  n=16: -6.094e-11, -6.354e-01
uniform rule, relative error (measured, leading law):
  n=100: -2.3061e-01, -2.2155e-01
  n=10000: -2.2165e-02, -2.2155e-02
  n=1000000: -2.2155e-03, -2.2155e-03
root rule n=12, leading error law: -4.813e-08
uniform rule n=4000, grid offset and relative error:
  offset 0.05: zeta 2.9477, error 1.707e-01
  offset 0.50: zeta -0.6049, error -3.507e-02
  offset 1.00: zeta -1.4604, error -8.444e-02
corrected uniform rule: order 1.497, error at n=1000 -3.05e-04
nodes for relative error 1e-03: root 7, uniform 4908489
root nodes for 1e-6: 62 meV 11, 12 meV 20
neglected effects (factor multiplies the mean rate):
Fermi factor at 1e6 /cm: 0.988; Fermi level -2.00 kT
Fermi factor at 1e7 /cm: 0.776; Fermi level 1.47 kT
nonparabolic factor, alpha 0.5 /eV: 1.160
excited subband, parabolic: gap 136.2 meV, added 0.035
excited subband, nonparabolic: gap 105.6 meV, added 0.144
twofold valleys: gap 133.8 meV, relative population 0.0062
broadening: width 11.10 meV, factor 1.149
other phonons / this phonon: events 0.950, energy 0.390
electrons at 600 K: factor 3.142
```
